**Q:** I think a bulk photovoltaic current needs a ferroelectric, or at least a polar crystal. The spontaneous polarization P pulls electrons and holes apart, so without P there is no current, and with it the current runs along P.

**A:** Test the first part by symmetry. Take a uniform, short-circuited, nonmagnetic crystal under uniform light, with internal field E(t) = Re[E exp(−iωt)]. To second order in the field, the direct current that does not depend on helicity is

J_a = Σ_bc σ_abc Re(E_b E_c*), σ_abc = σ_acb.

P is a vector; σ is a third-rank tensor. A crystal operation that forbids the first need not forbid the second.

**Q:** Show me a class where they part.

**A:** Take -43m, the class of the zincblende structure. Its twofold rotation about z reverses x and y, so an allowed component must contain x and y an even number of times in total. The rotation about x requires the same of y and z. The numbers of x, y and z indices therefore have equal parity.

A vector has one index. Three even numbers cannot add to one, and three odd numbers add to at least three, so every component of P vanishes. With three indices, the numbers must be 1, 1, 1. The components with x, y and z all different survive.

The threefold axis gives σ_xyz = σ_yzx = σ_zxy, and the mirror exchanging x and y gives σ_xyz = σ_yxz. One constant remains. Each component of J receives two equal terms, bc and cb:

J = 2σ_xyz (Re E_y E_z*, Re E_z E_x*, Re E_x E_y*).

The piezoelectric tensor, which links a vector to the symmetric strain, obeys the same conditions.

**Q:** So any crystal without inversion symmetry will do?

**A:** Not for this current. Class 432 has no inversion. It contains the same twofold rotations about x, y and z, so again only components with x, y and z all different can survive. But its fourfold rotation x→y, y→−x gives σ_xyz = −σ_yxz. The threefold axis gives σ_yxz = σ_xzy, hence σ_xyz = −σ_xzy, which contradicts the symmetry in the last two indices unless σ_xyz = 0. Symmetry also only permits a current; its size needs a mechanism.

**Q:** That is my real objection. With no internal field, what moves the charge?

**A:** The excitation itself can displace the electron. Consider independent electrons in a cold insulator with a filled band v and an empty band c, driven by a pulse. The electron charge is −e, E = −dA/dt, and A vanishes before and after. The cell-periodic state obeys

iħ ∂_t ψ = H(k + eA/ħ) ψ.

Its mean position is ⟨ψ|i∂_aψ⟩, with ∂_a = ∂/∂k_a. Inserting ∂_tψ = −iHψ/ħ gives

d⟨ψ|i∂_aψ⟩/dt = (1/ħ)[⟨ψ|∂_a(Hψ)⟩ − ⟨ψ|H∂_aψ⟩] = (1/ħ)⟨ψ|(∂_aH)ψ⟩.

This is the velocity, so the change of position gives the transported charge.

Define r_cv = ⟨c|i∇v⟩ and A_nn = ⟨n|i∇n⟩. In the band states at the moving wavevector, dk/dt = −eE/ħ, and the coupling is −⟨c|∂_t v⟩ = i(dk/dt)·r_cv. To first order, with the free phase removed, the amplitude in c is

β = −(ie/ħ) Σ_b r^b_cv Ẽ_b(ω_cv), Ẽ(ω) = ∫E(t) exp(iωt) dt.

**Q:** How does an amplitude become a displacement?

**A:** Through the k dependence of its phase. After the pulse, write ψ = α|v⟩ + β exp(−iε_c t/ħ)|c⟩, where α = |α| exp(−iε_v t/ħ + iφ) and |α|² = 1 − |β|². The derivatives of the magnitudes cancel by normalization. Subtracting the position at a time t₀ before the pulse leaves, to second order,

δx_a = (t − t₀) ∂_aε_v/ħ + |β|²[A_cc,a − A_vv,a − ∂_a arg β + t ∂_aω_cv] − ∂_aφ + interband terms.

The first term is the free drift in band v. It is the derivative of a function periodic in k, so it integrates to zero over the Brillouin zone. The phase φ is small and periodic in k, so its derivative integrates to zero as well. The interband terms oscillate at ω_cv(k) and dephase. For linear polarization e, let r_e = e·r_cv. Then arg β contains arg r_e, a constant, and the phase of the pulse spectrum at ω_cv. The last gives a term proportional to ∂_aω_cv, as does t ∂_aω_cv. Time reversal makes ω_cv and |r_e|² even in k and ∂_aω_cv odd, so both cancel between k and −k. What remains is

R_a = A_cc,a − A_vv,a − ∂_a arg r_e,
Q_a = −eg ∫d³k/(2π)³ |β|² R_a.

Here Q_a is charge per area and g = 2 counts spin. Changing the phases of the band states leaves R_a unchanged. It is the displacement per excited electron, called the shift vector.

**Q:** And under steady light?

**A:** Define r^c_;a = ∂_a r^c_cv − i(A_cc,a − A_vv,a) r^c_cv. Writing r_e as magnitude times phase gives |r_e|² R_a = −Im(r_e* r_e;a). Let K_abc be −Im(r^b* r^c_;a), symmetrized in b and c. Then |r_e|² R_a = Σ_bc K_abc e_b e_c.

For a field E₀ cos ωt lasting a long time T, |Ẽ(Ω)|² tends to (E₀²/4) 2πT δ(Ω − ω). Put |β|² = (e²/ħ²)|Ẽ|²|r_e|² into Q_a, divide by T, and use δ(ω_cv − ω) = ħ δ(E_cv − ħω), with E_cv = ħω_cv:

σ_abc = −(πge³/2ħ) ∫d³k/(2π)³ K_abc δ(E_cv − ħω).

This is the shift current from excitation. Currents from scattering and recombination are left out; in a nonmagnetic crystal their second-order response to linear light has the same tensor form.

**Q:** Those shifts could still average to zero in a nonpolar crystal.

**A:** Compute them for a zincblende lattice with one s orbital per site. The site energies are +Δ and −Δ, the hopping to four neighbours is t, and the bonds d_j are (a/4) times (1,1,1), (1,−1,−1), (−1,1,−1), (−1,−1,1). With f = t Σ_j exp(ik·d_j),

H = h·s, h = (Re f, −Im f, Δ), ε = √(Δ² + |f|²),

where s denotes the Pauli matrices and E_cv = 2ε. Let n = h/ε, P = |v⟩⟨v| = (1 − n·s)/2 and P̄ = 1 − P. Define

O_c = P̄(∂_cP)P = −i r^c_cv |c⟩⟨v|.

Differentiating the states as well as r^c_cv gives P̄(∂_aO_c)P = −i r^c_;a |c⟩⟨v|, so r^b* r^c_;a = tr(O_b† ∂_aO_c). Since P² = P, ∂P has no block within v or within c. The terms where ∂_a acts on the outer projectors therefore vanish:

r^b* r^c_;a = tr[P(∂_bP)P̄(∂_a∂_cP)]
= (1/4) tr[P(∂_b n·s)(∂_a∂_c n·s)]
= (1/4)[∂_b n·∂_a∂_c n − i n·(∂_b n × ∂_a∂_c n)].

The second line uses ∂P = −(∂n·s)/2 and the fact that ∂_b n·s connects only v with c. The third uses tr[(x·s)(y·s)] = 2x·y and tr[(n·s)(x·s)(y·s)] = 2i n·(x × y). Hence, before symmetrization,

K_abc = (1/4) n·(∂_b n × ∂_a∂_c n).

Now insert n = h/ε. Terms parallel to h drop out of the triple product. Derivatives of h have no third component, so for two of them, X and Y, represented by the corresponding derivatives of f, h·(X × Y) = −Δ Im(X*Y). This gives

K_abc = −(Δ/4ε³) Im{∂_b f* [∂_a∂_c f − (∂_aε ∂_c f + ∂_cε ∂_a f)/ε]}.

**Q:** Where is the tetrahedron in this?

**A:** In the second derivative. Every bond satisfies d^y d^z = (a/4)d^x, so ∂_z∂_y f = (ia/4)∂_x f. The first term of K_zxy is therefore −Δa|∂_x f|²/(16ε³), which never changes sign for Δ > 0. The other terms have no fixed sign at a single k, but they drop out of σ_xyz. Each has the form ∂_aε Im(∂_b f* ∂_c f) times a function of ε. The operations of -43m only permute the bonds, so the average over a surface of constant ε is an invariant tensor T_abc antisymmetric in b and c. Only components with x, y and z all different could survive, and the mirror and the threefold axis give T_xyz = T_yxz = T_xzy = −T_xyz, so T = 0. Hence

σ_xyz = (πge³aΔ/32ħ) ∫d³k/(2π)³ (|∂_x f|²/ε³) δ(2ε − ħω),

which is positive for Δ > 0 wherever the light is absorbed. The shifts do not average to zero; only the size needs a numerical integral.

I chose Δ = t = 1 eV, a = 0.5 nm and a Gaussian energy width of 0.2 eV. The gap is 2 eV. At photon energies of 3, 4, 5 and 6 eV, σ_xyz is 4.24, 1.72, 0.486 and 0.132 µA/V². At 4 eV the largest forbidden element is about 10⁻¹⁶ µA/V², which is rounding error.

For light polarized along [110] at 4 eV, the mean electron shift along z is −101 pm, or 101/500 ≈ 0.20 lattice constants in magnitude. Electrons moving towards −z carry current towards +z. Exchanging the two site types changes Δ to −Δ and reverses the current, so domains of opposite orientation oppose each other.

The numerical check also evolves the driven electrons in time without using the shift formula. The transported charge agrees within the tested 1% of the formula's value.

**Q:** Without P, what decides which way the current runs?

**A:** The light polarization, relative to the crystal axes. Send light along [001] with E = E₀(cos θ, sin θ, 0). Then

J_z = 2σ_xyz E₀² cos θ sin θ = σ_xyz E₀² sin 2θ,

and J_x = J_y = 0. At 4 eV, with E₀ = 10⁵ V/m inside the crystal,

σ_xyz E₀² = 1.72×10⁻⁶ × 10¹⁰ A/m² = 1.72×10⁴ A/m².

This is J_z at θ = 45°. At 135° it has the opposite sign, and at 0° and 90° it is zero. Here J is perpendicular to E: the polarization controls the current without being parallel to it.

**Q:** That only flips a sign. Can the current turn?

**A:** Yes, with light along w = [111]/√3. Let

u = (1,−1,0)/√2, v = (1,1,−2)/√6, e = u cos φ + v sin φ.

Transversality gives e_x + e_y + e_z = 0. Squaring it gives e_y e_z + e_z e_x + e_x e_y = −1/2, so

J·w = (2σ_xyz E₀²/√3)(−1/2) = −σ_xyz E₀²/√3.

For the transverse part, use e_z = −2 sin φ/√6, e_y − e_x = −√2 cos φ and e_x e_y = e_z² − 1/2:

J·u = √2 σ_xyz E₀² e_z(e_y − e_x) = √(2/3) σ_xyz E₀² sin 2φ,
J·v = (2/√6) σ_xyz E₀² [e_z(e_x + e_y) − 2e_x e_y]
= (2/√6) σ_xyz E₀² (1 − 3e_z²) = √(2/3) σ_xyz E₀² cos 2φ.

The transverse current keeps its size, 1.41×10⁴ A/m² in the example, and lies at 90° − 2φ from u. Turn the polarization by φ and it turns by 2φ the other way. The longitudinal part stays at −9.95×10³ A/m².

**Q:** Then unpolarized light must give nothing.

**A:** That depends on the geometry. Averaging over θ removes the current for light along [001]. Averaging over φ removes the transverse part for light along [111], but leaves the longitudinal part. The beam has selected one of the crystal's equivalent threefold axes, and the two directions along that axis are not equivalent.

Circular light with |E|² = E₀² along [111] gives the same longitudinal current for both helicities, because Re(E_b E_c*) is the same for both. A helicity-dependent current would need a part of the tensor antisymmetric in b and c. In -43m the mirror and the threefold axis give T_xyz = T_yxz = T_xzy, so that part vanishes, including the injection current caused by unequal populations at k and −k.

**Q:** So what does a unique polar axis add?

**A:** It permits a current tied to the axis itself. The contraction Σ_b σ_abb, which, multiplied by E₀²/3, gives the current averaged over all directions of linear polarization in space, is a vector, so like P it must vanish unless the class is polar. Multiplying one of the four hoppings by 1.3 lowers the model to the polar class 3m, which allows four constants instead of one. At 4 eV, σ_xxx, one term of that contraction, becomes 0.159 µA/V², where the undistorted crystal had zero. The larger count comes from the lower symmetry, not from polarity as such: the nonpolar class 222, with only the three twofold rotations, allows the three separate constants σ_xyz, σ_yzx and σ_zxy. In -43m each threefold axis has two inequivalent ends, but the four axes are equivalent and allow no polar vector. The current was there without one.

Numbers as computed

```
Independent constants: polar vector, linear, circular photocurrent
  class -43m: 0, 1, 0
  class 432: 0, 0, 1
  class m-3m: 0, 0, 0
  class 3m: 1, 4, 1
Site energies: +1.0 and -1.0 eV; hopping: 1.0 eV
Lattice constant: 0.5 nm; Gaussian width: 0.2 eV
Band gap: 2.0 eV; internal field amplitude: 1.0e+05 V/m
sigma_xyz at 3.0 eV: 4.2381 uA/V^2
sigma_xyz at 4.0 eV: 1.7237 uA/V^2
sigma_xyz at 5.0 eV: 0.4855 uA/V^2
sigma_xyz at 6.0 eV: 0.1321 uA/V^2
Largest forbidden element at 4 eV: 1.8e-16 uA/V^2
Relative change of sigma_xyz, grid 64 to 80: 7.6e-14
Mean electron shift along z, light [110], 4 eV: -101.38 pm
Polar control (one hopping x 1.3), sigma_xxx at 4 eV: 0.1594 uA/V^2
Pulse charge / A0^2 (model units): time evolution, shift formula
  linear [110], along z: 0.02375, 0.02376
  linear [1-10], along z: -0.02375, -0.02376
  circular +, along [111]: -0.01371, -0.01372
  circular -, along [111]: -0.01371, -0.01372
Light along [001], 4 eV: polarization angle from x, J_z
  0 deg: 0.0 A/m^2
  30 deg: 14927.88 A/m^2
  45 deg: 17237.24 A/m^2
  90 deg: 0.0 A/m^2
  135 deg: -17237.24 A/m^2
Light along [111], 4 eV: angle from [1-10] towards [11-2];
J along [111], [1-10], [11-2] in A/m^2
  0 deg: -9951.92, 0.0, 14074.14
  30 deg: -9951.92, 12188.57, 7037.07
  45 deg: -9951.92, 14074.14, 0.0
  90 deg: -9951.92, 0.0, -14074.14
Polarization along [111]: J along [111] = 19903.84 A/m^2
```
